\section*{The positronium negative ion and its continuous path to H⁻}

\section*{Question}

Two electrons, each of mass $m$ and charge $-e$, and a third particle of mass $M$ and charge $+e$ interact through Coulomb forces alone. Let $\lambda=m/M$. The value $\lambda=0$ describes H$^-$ with a fixed nucleus, and $\lambda=1$ describes the positronium negative ion Ps$^-$. Relativity, annihilation and nuclear size are left out. Use Rydberg atomic units, $\hbar=1$, $2m=1$, $e^2=2$, with lengths in bohr. The lowest energy is called $E(\lambda)$. Answer parts (a) to (f), using a computer where numbers are requested.

\section*{(a) Remove the centre of mass}

\emph{Derive the Hamiltonian for the internal motion and identify the mass-polarisation term.}

\textbf{Answer.} Let the positions be $\mathbf x_1,\mathbf x_2,\mathbf x_N$. Since $1/2m=1$, we have $1/2M=\lambda$, and the kinetic energy is
\[
T=-\nabla_{x_1}^2-\nabla_{x_2}^2-\lambda\nabla_{x_N}^2 .
\]
Put $\mathbf r_i=\mathbf x_i-\mathbf x_N$. In the frame where the total momentum is zero, the wavefunction depends on $\mathbf r_1,\mathbf r_2$ alone. The chain rule gives $\nabla_{x_i}=\nabla_i$ and $\nabla_{x_N}=-(\nabla_1+\nabla_2)$: the third particle carries the recoil momentum. With $\mathbf p_i=-i\nabla_i$,
\begin{equation}
H(\lambda)=p_1^2+p_2^2+\lambda(\mathbf p_1+\mathbf p_2)^2+V,\qquad
V=-\frac2{r_1}-\frac2{r_2}+\frac2{r_{12}} .
\label{H}
\end{equation}
Expanding the square,
\[
H(\lambda)=(1+\lambda)(p_1^2+p_2^2)+2\lambda\,\mathbf p_1\cdot\mathbf p_2+V .
\]
The factor $1+\lambda$ is the reduced-mass effect. The term $2\lambda\,\mathbf p_1\cdot\mathbf p_2$ is the mass polarisation. It is kept in full below.

\section*{(b) Scaling and the break-up threshold}

\emph{Remove the reduced-mass factor by a change of length, and find the energy at which the ion can break up.}

\textbf{Answer.} Set $\mathbf r=(1+\lambda)\boldsymbol\rho$, so that $\mathbf p=\boldsymbol\pi/(1+\lambda)$. The squared momenta then carry $(1+\lambda)/(1+\lambda)^2=1/(1+\lambda)$, and the Coulomb terms carry the same factor. Hence
\begin{equation}
E(\lambda)=\frac{\varepsilon(\kappa)}{1+\lambda},\qquad
\kappa=\frac{\lambda}{1+\lambda},
\label{scale}
\end{equation}
where $\varepsilon(\kappa)$ is the lowest energy of
\[
h(\kappa)=\pi_1^2+\pi_2^2+2\kappa\,\boldsymbol\pi_1\cdot\boldsymbol\pi_2+V(\rho).
\]
The path from H$^-$ to Ps$^-$ is $0\le\kappa\le\frac12$.

The lowest break-up leaves a neutral atom and a free electron at rest. The atom obeys $[-(1+\lambda)\nabla^2-2/r]u=E_{\rm t}u$. For $u=e^{-kr}$, $\nabla^2u=(k^2-2k/r)u$, so the $1/r$ terms cancel if $(1+\lambda)k=1$. What remains is
\[
E_{\rm t}=-(1+\lambda)k^2=-\frac1{1+\lambda}.
\]
The scaled threshold is therefore $-1$. The continuous spectrum starts there (the HVZ theorem), so a trial energy below it proves that a bound state exists.

\section*{(c) A variational form for S states}

\emph{Write the energy as an integral over $r_1,r_2,r_{12}$, and give a basis in which the integrals can be evaluated without discretisation error.}

\textbf{Answer.} Take real $\psi(r_1,r_2,r_{12})$, symmetric under $r_1\leftrightarrow r_2$ and multiplied by the spin singlet. Subscripts 1, 2, 3 on $\psi$ denote derivatives with respect to $r_1,r_2,r_{12}$. With $\mathbf r_{12}=\mathbf r_1-\mathbf r_2$,
\[
\nabla_1\psi=\psi_1\hat{\mathbf r}_1+\psi_3\hat{\mathbf r}_{12},\qquad
\nabla_2\psi=\psi_2\hat{\mathbf r}_2-\psi_3\hat{\mathbf r}_{12}.
\]
Let $c_1=\hat{\mathbf r}_1\cdot\hat{\mathbf r}_{12}$, $c_2=-\hat{\mathbf r}_2\cdot\hat{\mathbf r}_{12}$ and $c_{12}=\hat{\mathbf r}_1\cdot\hat{\mathbf r}_2$. These are cosines of the angles of the particle triangle:
\[
c_1=\frac{r_1^2+r_{12}^2-r_2^2}{2r_1r_{12}},\quad
c_2=\frac{r_2^2+r_{12}^2-r_1^2}{2r_2r_{12}},\quad
c_{12}=\frac{r_1^2+r_2^2-r_{12}^2}{2r_1r_2}.
\]
Squaring the gradients and adding,
\begin{align*}
|\nabla_1\psi|^2+|\nabla_2\psi|^2&=\psi_1^2+\psi_2^2+2\psi_3^2+2c_1\psi_1\psi_3+2c_2\psi_2\psi_3\equiv\mathcal K,\\
|\nabla_1\psi+\nabla_2\psi|^2&=\psi_1^2+\psi_2^2+2c_{12}\psi_1\psi_2\equiv\mathcal W .
\end{align*}
The $r_{12}$ derivative cancels in $\mathcal W$ because moving both electrons together leaves their separation unchanged.

For the volume element, integrate over the orientation of the triangle: $d^3r_1\,d^3r_2\to 8\pi^2r_1^2r_2^2\sin\theta\,dr_1dr_2d\theta$. At fixed $r_1,r_2$, the relation $r_{12}^2=r_1^2+r_2^2-2r_1r_2\cos\theta$ gives $r_{12}dr_{12}=r_1r_2\sin\theta\,d\theta$. Thus $d\tau=8\pi^2r_1r_2r_{12}\,dr_1dr_2dr_{12}$. Integrating $\langle p^2\rangle$ by parts,
\begin{equation}
E[\psi]=\frac{\int(\mathcal K+\lambda\mathcal W+V\psi^2)\,d\tau}{\int\psi^2\,d\tau}.
\label{functional}
\end{equation}

The triangle inequalities are removed by the perimetric coordinates
\[
x=-r_1+r_2+r_{12},\quad y=r_1-r_2+r_{12},\quad z=r_1+r_2-r_{12},
\]
each of which runs independently from 0 to $\infty$. Then $r_1=(y+z)/2$, $r_2=(x+z)/2$, $r_{12}=(x+y)/2$, and $dr_1dr_2dr_{12}=\frac14dxdydz$. A suitable basis is
\[
\phi_{lmn}=e^{-(\alpha x+\alpha y+\gamma z)/2}
\left[L_l(\alpha x)L_m(\alpha y)+L_m(\alpha x)L_l(\alpha y)\right]L_n(\gamma z),
\]
with $l\le m$ and $l+m+n\le\Omega$. The factor $r_1r_2r_{12}$ cancels every denominator in $V$, $c_1$, $c_2$ and $c_{12}$. Each integrand is a polynomial times an exponential, of degree at most $2\Omega+3$ in each variable. Gauss--Laguerre quadrature with $\Omega+3$ points per variable integrates degree $2\Omega+5$, so only rounding error remains.

Insert $\psi=\sum_jc_j\phi_j$ into (\ref{functional}). With $H_{ij}$ and $S_{ij}$ the Hamiltonian and overlap matrices, $E=c^THc/c^TSc$. Setting the derivative with respect to $c$ to zero gives $Hc=ESc$. Its lowest eigenvalue is an upper bound to the true energy.

\section*{(d) The energy of Ps$^-$}

\emph{First find by hand the best energy of $e^{-\zeta(r_1+r_2)}$ at $\lambda=0$. Then compute Ps$^-$ with the full basis.}

\textbf{Answer.} For the product, each electron has $\langle p^2\rangle=\zeta^2$ and $\langle1/r\rangle=\zeta$. The normalised density $(\zeta^3/\pi)e^{-2\zeta r}$ produces the potential
\[
\Phi(r)=\frac1r-e^{-2\zeta r}\left(\zeta+\frac1r\right),
\]
since $(r\Phi)''=-4\zeta^3re^{-2\zeta r}$, as Poisson's equation requires, while $\Phi$ is finite at the origin and tends to $1/r$ far away. Averaging over the other electron,
\[
\left\langle\frac1{r_{12}}\right\rangle
=\zeta-4\zeta^3\int_0^\infty e^{-4\zeta r}(\zeta r^2+r)\,dr
=\zeta-4\zeta^3\left(\frac1{32\zeta^2}+\frac1{16\zeta^2}\right)=\frac{5\zeta}8 .
\]
Therefore $E=2\zeta^2-4\zeta+\frac54\zeta=2\zeta^2-\frac{11}4\zeta$. The minimum is at $\zeta=11/16=0.6875$, where $E=-2\zeta^2=-0.945313$ Ry. This lies above the threshold $-1$ Ry, so this trial function does not show binding. Since $\langle\mathbf p_1\cdot\mathbf p_2\rangle=0$ for the product, mass polarisation does not help it at any $\lambda$.

The full calculation uses $\alpha=0.6262$ and $\gamma=1.3617$ in scaled lengths. For Ps$^-$ it gives:
\begin{center}
\begin{tabular}{rrr}
$\Omega$ & functions & $E(1)$ / Ry\\
3 & 13 & $-0.521893$\\
6 & 50 & $-0.524000$\\
9 & 125 & $-0.5240096$\\
12 & 252 & $-0.5240101$\\
15 & 444 & $-0.5240101$
\end{tabular}
\end{center}
The last enlargement lowers the energy by $6\times10^{-8}$ Ry. One hartree is 2 Ry, so
\[
E(1)=-0.524010\ \text{Ry}=-0.262005\ \text{hartree}.
\]
The threshold is $-0.5$ Ry, and the binding energy is $0.024010$ Ry, or $0.3267$ eV. These are values for the nonrelativistic Coulomb model.

A separate calculation with Gaussians used the electron separation and the vector from the electron midpoint to the positron, coordinates in which the kinetic energy has no cross term. It gives $-0.523999$ Ry, higher by $1.1\times10^{-5}$ Ry. This is a second upper bound, from a finite basis of Gaussians whose widths were not optimised; the source of the small remaining gap was not analysed. The agreement tests the mass-polarisation term, since omitting it would shift the energy by $3.7\times10^{-3}$ Ry.

\section*{(e) Binding and continuity along the whole path}

\emph{Prove that the ion is bound for every $0\le\lambda\le1$, and that $E(\lambda)$ is continuous, rising and concave. Find its slope.}

\textbf{Answer.} Use the computed H$^-$ function as a trial function for every $h(\kappa)$. It has energy $-1.055502$ Ry and $\langle\mathbf p_1\cdot\mathbf p_2\rangle=0.032880$ bohr$^{-2}$. In these units a squared momentum in bohr$^{-2}$ has the same numerical value as an energy in Ry. Hence
\begin{equation}
\varepsilon(\kappa)\le-1.055502+0.065760\,\kappa .
\label{bound}
\end{equation}
At $\kappa=\frac12$ the right side is $-1.022622$, and for smaller $\kappa$ it is lower still. It is below $-1$ on the whole path, so a bound state exists throughout. The bound stays below $-1$ until $\kappa=0.055502/0.065760=0.844$, which is $\lambda=\kappa/(1-\kappa)\approx5.4$. For larger $\lambda$ this argument decides nothing.

The ground state is a singlet S state. For real $\psi$, replacing $\psi$ by $|\psi|$ leaves the energy unchanged, because the kinetic energy is a positive quadratic form in the gradients. So if $\psi$ is a real ground state, $|\psi|$ is one too, and each of $|\psi|-\psi$ and $|\psi|+\psi$ is a ground state or zero. A non-zero eigenfunction of such an operator vanishes on no open region (unique continuation). If $\psi$ took both signs, $|\psi|-\psi$ would be non-zero yet vanish on the open region where $\psi>0$, which is impossible. Every real ground state therefore has one sign. Two functions of one sign that vanish on no open region cannot be orthogonal, so the ground state is unique. Rotations and electron exchange must leave it unchanged, which makes it an S state symmetric in space, hence a spin singlet.

Now let $\psi_\lambda$ be the normalised ground state and define $W(\lambda)=\langle(\mathbf p_1+\mathbf p_2)^2\rangle$ in it. Take $\lambda'>\lambda$. Since $H(\lambda')=H(\lambda)+(\lambda'-\lambda)(\mathbf p_1+\mathbf p_2)^2$, using $\psi_\lambda$ as a trial function for $H(\lambda')$, and then $\psi_{\lambda'}$ for $H(\lambda)$, gives
\begin{align*}
E(\lambda')&\le E(\lambda)+(\lambda'-\lambda)W(\lambda),\\
E(\lambda)&\le E(\lambda')-(\lambda'-\lambda)W(\lambda').
\end{align*}
Together,
\begin{equation}
(\lambda'-\lambda)W(\lambda')\le E(\lambda')-E(\lambda)\le(\lambda'-\lambda)W(\lambda).
\label{sandwich}
\end{equation}
Three results follow.
\begin{itemize}
\item $W>0$, because a normalisable state cannot have $\mathbf p_1+\mathbf p_2=0$ with certainty. So $E$ rises with $\lambda$.
\item $W$ does not increase with $\lambda$. The rise between two points is therefore at most $W(0)(\lambda'-\lambda)$, which tends to zero with their distance. This is continuity, including at the H$^-$ end.
\item For each fixed trial function the energy is a straight line in $\lambda$, and $E$ is the lowest envelope of these lines. It is therefore concave.
\end{itemize}
The ground level is isolated and unique, and $H$ is linear in $\lambda$, so perturbation theory makes $E$ differentiable. Dividing (\ref{sandwich}) by the interval, the slope to the right of a point is at most $W$ there and the slope to the left is at least $W$. As the two slopes agree,
\[
\frac{dE}{d\lambda}=W(\lambda)=\langle(\mathbf p_1+\mathbf p_2)^2\rangle .
\]
The energy rises at a rate set by the recoil momentum of the third particle. At $\lambda=0.5$ a numerical derivative and the expectation value both give $0.464306$ Ry.

\section*{(f) Follow the energy to H$^-$ and separate the mass effects}

\emph{Tabulate the path. For Ps$^-$, distinguish the reduced-mass effect, first-order mass polarisation and the full result, and interpret the sign of $\langle\mathbf p_1\cdot\mathbf p_2\rangle$.}

\textbf{Answer.} Here $B=-1/(1+\lambda)-E$ is the binding energy, and the last column is $\varepsilon=(1+\lambda)E$. All energies are in Ry.
\begin{center}
\begin{tabular}{lcccc}
$\lambda$ & $E$ & $B$ & $W$ & $\varepsilon$\\
0 (H$^-$) & $-1.05550$ & 0.05550 & 1.1213 & $-1.05550$\\
0.000545 (proton) & $-1.05489$ & 0.05544 & 1.1198 & $-1.05547$\\
0.004836 (muonium) & $-1.05011$ & 0.05492 & 1.1087 & $-1.05519$\\
0.10 & $-0.95497$ & 0.04588 & 0.9024 & $-1.05046$\\
0.25 & $-0.83735$ & 0.03735 & 0.6822 & $-1.04668$\\
0.50 & $-0.69674$ & 0.03008 & 0.4643 & $-1.04511$\\
0.75 & $-0.59775$ & 0.02632 & 0.3379 & $-1.04606$\\
1 (Ps$^-$) & $-0.52401$ & 0.02401 & 0.2575 & $-1.04802$
\end{tabular}
\end{center}
The muonium entry has a positive muon as the third particle. In hartree, H$^-$ has $-0.527751$ with a fixed nucleus and $-0.527446$ with a proton. The proton's motion raises the energy by $0.000610$ Ry, in accord with $\lambda W(0)=0.00054462\times1.1213=0.000611$ Ry. Between the two ends $E$ rises by $0.53149$ Ry. Of this, $0.5$ Ry is the rise of the threshold and $0.03149$ Ry is lost binding.

For Ps$^-$ the contributions are as follows.
\begin{center}
\begin{tabular}{lc}
treatment & $E(1)$ / Ry\\
reduced mass alone, $\varepsilon(0)/2$ & $-0.527751$\\
with first-order polarisation & $-0.511311$\\
with full polarisation & $-0.524010$
\end{tabular}
\end{center}
First order adds $\langle\mathbf p_1\cdot\mathbf p_2\rangle_0/2=0.016440$ Ry, using the unchanged H$^-$ function. The response of the wavefunction then lowers the energy by $0.012699$ Ry, leaving a net shift of $+0.003741$ Ry. First-order theory, adequate for a proton, overestimates the shift in Ps$^-$ by a factor of about 4.4.

In H$^-$, $\langle\mathbf p_1\cdot\mathbf p_2\rangle$ is positive, but in Ps$^-$ it is $-0.004472$ bohr$^{-2}$. The polarisation term itself thus contributes $2\times(-0.004472)=-0.008944$ Ry, although including it raises the total energy. There is no contradiction: the net shift also contains the cost of changing the wavefunction, which is $0.003741+0.008944=0.012685$ Ry.

The scaled energy shows where the sign changes. The slope argument of part (e), applied to $h(\kappa)$, gives
\[
\frac{d\varepsilon}{d\kappa}=2\langle\boldsymbol\pi_1\cdot\boldsymbol\pi_2\rangle
=2(1+\lambda)^2\langle\mathbf p_1\cdot\mathbf p_2\rangle .
\]
This is $+0.0658$ Ry at the H$^-$ end and $8\times(-0.004472)=-0.0358$ Ry at the Ps$^-$ end. So $\varepsilon$ must have a maximum between them. Since $\varepsilon$ is concave in $\kappa$ (the envelope argument of part (e) applies to $h(\kappa)$ as well) and the largest tabulated value is at $\lambda=0.5$, the maximum lies between $\lambda=0.25$ and $0.75$; solving $\langle\mathbf p_1\cdot\mathbf p_2\rangle=0$ numerically places it at $\lambda\approx0.49$. With a heavy third particle the electron momenta are on average slightly parallel. With a light one, parallel momenta cost more recoil energy, and the state shifts towards opposed momenta.

The Ps$^-$ momenta can be checked with the virial theorem. If all lengths of an exact state are stretched by $s$, its energy is $\langle T\rangle/s^2+\langle V\rangle/s$. This is stationary at $s=1$, so $\langle V\rangle=-2\langle T\rangle$ and $\langle T\rangle=-E$. The positron's kinetic energy is $W=0.257533$ Ry. The two electrons together have $W-2\langle\mathbf p_1\cdot\mathbf p_2\rangle=0.266477$ Ry. The sum is $0.524010$ Ry, equal to $-E(1)$ to the digits shown.

\section*{Computed results}
\begin{verbatim}
product function: zeta = 0.6875 /bohr, E = -0.945313 Ry
scaled basis exponents: alpha = 0.6262, gamma = 1.3617
Ps- convergence: degree, basis size, E (Ry)
   3    13  -0.521893238
   6    50  -0.523999685
   9   125  -0.524009558
  12   252  -0.524010058
  15   444  -0.524010120
path: lam, E (Ry), threshold (Ry), binding (Ry), W (bohr^-2)
  H- fixed nucleus 0.00000000 -1.0555020 -1.0000000 0.0555020 1.121261
  H- with proton   0.00054462 -1.0548917 -0.9994557 0.0554360 1.119839
  muonium ion      0.00483633 -1.0501096 -0.9951869 0.0549226 1.108740
  model            0.05000000 -1.0025091 -0.9523810 0.0501281 1.002124
  model            0.10000000 -0.9549674 -0.9090909 0.0458765 0.902371
  model            0.25000000 -0.8373466 -0.8000000 0.0373466 0.682235
  model            0.50000000 -0.6967433 -0.6666667 0.0300766 0.464306
  model            0.75000000 -0.5977480 -0.5714286 0.0263195 0.337924
  Ps-              1.00000000 -0.5240101 -0.5000000 0.0240101 0.257533
H- fixed nucleus energy = -0.5277510 hartree
H- with proton energy   = -0.5274459 hartree
Ps- energy              = -0.2620051 hartree
H- binding (fixed nucleus) = 0.7551 eV
Ps- binding                = 0.3267 eV
<p1.p2> in H-  = 0.032880 bohr^-2
<p1.p2> in Ps- = -0.004472 bohr^-2
scaled binding bound at kappa = 1/2: -1.022622 Ry
Ps- reduced mass only          = -0.527751 Ry
Ps- first-order polarisation   = -0.511311 Ry
Ps- full minus reduced mass    = 0.003741 Ry
Ps- full minus first order     = -0.012699 Ry
Ps- expectation of 2 p1.p2     = -0.008944 Ry
Ps- virial ratio -<V>/<T>      = 2.0000003
slope at lam = 0.5: numeric 0.464306 Ry, expectation 0.464306 Ry
Ps- unscaled check = -0.52401012 Ry
Gaussian check: H- -1.055479 Ry, Ps- -0.523999 Ry
\end{verbatim}
